# Amplitude and Phase After Muonium Converts to a Diamagnetic State, part 1

(Sections cited here and not found follow in the second part.)

## First half: a precursor with one precession frequency

**Q:** I am told that muons which first form muonium and later pass into a diamagnetic state show a weakened precession signal in a transverse field. I do not see why. If the conversion leaves the muon spin untouched, each muon still carries its whole spin afterwards. Where could any amplitude go?

**A:** It need not go anywhere for a single muon. What is observed is an average over many muons, and an average of arrows can be shorter than each arrow. To follow this, let the field lie along $z$ and describe the transverse muon polarization by one complex number,

$$P(t)=\langle\sigma_x\rangle+i\langle\sigma_y\rangle .$$

Its modulus is the length of the transverse polarization and its argument is the angle from the $x$ axis. Let all muons start along $x$, so that $P(0)=1$. A steady precession is $P=e^{i\omega t}$, where a positive $\omega$ means a counterclockwise turn seen from the positive $z$ side and a negative $\omega$ a clockwise turn. I keep these signs throughout.

**Q:** Muonium has several precession frequencies. Are you going to ignore that?

**A:** For the moment I treat a precursor with a single signed frequency $\omega_M$, which converts to a state with signed frequency $\omega_D$. Muonium will turn out to be a sum of such cases, with a consequence for the size of the signal.

**Q:** And what do you assume about the conversion itself?

**A:** Four things. It happens at a constant rate $\lambda$ per unit time, whatever the direction of the spins. It is sudden, meaning short compared with every precession period involved. It preserves the muon spin state. It is not reversed. I also assume that no other process depolarizes the muon, and that every muon considered is in the precursor at $t=0$.

**Q:** Muons also decay. Does that not add another exponential?

**A:** It multiplies the number of muons in both states by the same factor, because the decay rate is taken to be the same in both. $P$ is defined per surviving muon, so this factor cancels. It does limit how long one can watch: a muon lives about 2 µs, and a signal that develops much later than this is seen with few counts.

**Q:** Then tell me when the conversions take place. "At rate $\lambda$" does not give a time.

**A:** It gives a distribution of times. Let $S(t)$ be the fraction still unconverted. In a short interval $dt$ a fraction $\lambda\,dt$ of these converts, so

$$\frac{dS}{dt}=-\lambda S,\qquad S(0)=1,\qquad S(t)=e^{-\lambda t}.$$

The fraction converting between $t'$ and $t'+dt'$ is $\lambda S(t')\,dt'=\lambda e^{-\lambda t'}dt'$. Its integral from zero to infinity is 1, as it must be if every muon converts in the end.

**Q:** Take one muon, then, which converts at $t'$. What is its angle at a later time $t$?

**A:** It turns at $\omega_M$ for a time $t'$ and at $\omega_D$ for the remaining time $t-t'$. Since the spin is preserved at the conversion, the second rotation starts where the first one ended. The angle is

$$\omega_Mt'+\omega_D(t-t')=\omega_Dt+(\omega_M-\omega_D)t'=\omega_Dt+\Delta\,t',\qquad \Delta=\omega_M-\omega_D .$$

The first part is common to all converted muons. The second part, $\Delta t'$, is fixed at the conversion and differs from muon to muon. All converted muons turn together from then on, but they are fanned out by different angles.

**Q:** A fan of angles shortens the average, I grant. How much?

**A:** Add the arrows of all muons that have converted before $t$, each weighted with its share of the ensemble:

$$P_D(t)=\int_0^t\lambda e^{-\lambda t'}e^{i\omega_Dt+i\Delta t'}dt'
=\lambda e^{i\omega_Dt}\int_0^te^{-(\lambda-i\Delta)t'}dt' .$$

The integral of an exponential gives

$$\int_0^te^{-(\lambda-i\Delta)t'}dt'=\left[\frac{e^{-(\lambda-i\Delta)t'}}{-(\lambda-i\Delta)}\right]_0^t=\frac{1-e^{-(\lambda-i\Delta)t}}{\lambda-i\Delta},$$

and therefore

$$P_D(t)=e^{i\omega_Dt}\,\frac{\lambda}{\lambda-i\Delta}\left[1-e^{-(\lambda-i\Delta)t}\right].$$

**Q:** But the detectors do not know which muons have converted. They also see the rest.

**A:** The rest contributes its fraction $e^{-\lambda t}$ times its own arrow $e^{i\omega_Mt}$. Because $\omega_M=\omega_D+\Delta$,

$$P_M(t)=e^{-\lambda t}e^{i\omega_Mt}=e^{i\omega_Dt}e^{-(\lambda-i\Delta)t}.$$

Put both parts over the denominator $\lambda-i\Delta$. The decaying exponential then has the coefficient $(\lambda-i\Delta)-\lambda=-i\Delta$, so that the whole signal is

$$P(t)=P_M+P_D=e^{i\omega_Dt}\,\frac{\lambda-i\Delta\,e^{-(\lambda-i\Delta)t}}{\lambda-i\Delta}.$$

At $t=0$ this is 1. For $\lambda=0$ it is $e^{i(\omega_D+\Delta)t}=e^{i\omega_Mt}$, the precession of an unconverted precursor. For $\Delta=0$ it is $e^{i\omega_Dt}$: if the frequencies agree, the time of conversion leaves no trace.

**Q:** When may I forget the decaying term?

**A:** The ratio of its modulus to that of the constant term is $(|\Delta|/\lambda)e^{-\lambda t}$. For $\lambda$ comparable with $|\Delta|$ a few times $1/\lambda$ will do. For slow conversion the factor $|\Delta|/\lambda$ is large, and one has to wait until $\lambda t$ is well above $\ln(|\Delta|/\lambda)$ too. The decaying term oscillates at $\omega_M$, so for $\lambda\ll|\Delta|$ a frequency analysis can also separate it from the precession at $\omega_D$. For faster conversion its line, whose width is set by $\lambda$, is too broad for this. What remains at late times is

$$P(t)\to r\,e^{i\omega_Dt},\qquad r=\frac{\lambda}{\lambda-i\Delta}.$$

**Q:** That is a complex number. I asked for an amplitude.

**A:** It holds an amplitude and a phase. Multiply numerator and denominator by $\lambda+i\Delta$:

$$r=\frac{\lambda(\lambda+i\Delta)}{(\lambda-i\Delta)(\lambda+i\Delta)}=\frac{\lambda^2+i\lambda\Delta}{\lambda^2+\Delta^2}.$$

The modulus of $\lambda+i\Delta$ is $\sqrt{\lambda^2+\Delta^2}$, and its real part is positive. Hence

$$|r|=\frac{\lambda}{\sqrt{\lambda^2+\Delta^2}},\qquad \varphi=\arg r=\arctan\frac{\Delta}{\lambda}.$$

The late signal is a precession at $\omega_D$ whose amplitude is reduced by $|r|$ and which, traced back to $t=0$, starts from the angle $\varphi$ instead of zero.

**Q:** Could the reduction be due to the delay alone, and not to the spread you keep mentioning?

**A:** Suppose that every muon converted at the same time $\tau$. Each would then carry the extra angle $\Delta\tau$, and the average would be $e^{i\Delta\tau}$. This has modulus 1 and a shifted phase. A common delay thus shifts the phase without any loss. The loss comes from the spread of the conversion times.

**Q:** Then the phase ought to be the mean extra angle. The mean conversion time is $1/\lambda$, so I expect $\Delta/\lambda$, without an arctangent.

**A:** For fast conversion you are right, since $\arctan(\Delta/\lambda)\approx\Delta/\lambda$ when $|\Delta|\ll\lambda$. The same limit shows the role of the spread. The exponential distribution has the mean square time

$$\int_0^\infty t'^2\lambda e^{-\lambda t'}dt'=\frac{2}{\lambda^2},$$

so its variance is $2/\lambda^2-1/\lambda^2=1/\lambda^2$, and the variance of the extra angle is $\Delta^2/\lambda^2$. For a narrow spread of angles about their mean, the average of the cosine of the deviation is 1 minus half the variance. This gives $1-\Delta^2/(2\lambda^2)$, which is also the expansion of $|r|=(1+\Delta^2/\lambda^2)^{-1/2}$ to this order.

When the spread is not small, the direction of the summed arrow is no longer the mean of the angles. Muons that convert late have turned further, some of them through whole turns, and their arrows partly cancel. For $\lambda\ll|\Delta|$ the cancellation is nearly complete.

**Q:** What survives in the slow limit?

**A:** For $\lambda\ll|\Delta|$ the denominator is nearly $-i\Delta$, and

$$r\approx\frac{\lambda}{-i\Delta}=\frac{i\lambda}{\Delta}.$$

The amplitude is $\lambda/|\Delta|$ and the phase tends to $+90^\circ$ or $-90^\circ$, according to the sign of $\Delta$. Nearly all muons that live much longer than $1/\lambda$ become diamagnetic, yet together they show hardly any diamagnetic precession. A small amplitude is therefore no proof of a small diamagnetic population.

**Q:** You have two observables and one unknown rate. Do they have to agree?

**A:** In this model they do. From $\tan\varphi=\Delta/\lambda$ and $|\varphi|<90^\circ$,

$$\cos\varphi=\frac{1}{\sqrt{1+\tan^2\varphi}}=\frac{\lambda}{\sqrt{\lambda^2+\Delta^2}}=|r|,\qquad r=\cos\varphi\,e^{i\varphi}.$$

A measured pair that violates $|r|=\cos\varphi$ shows that one of the assumptions fails.

**Q:** Give me a failure that I could recognize.

**A:** Let the precursor lose its transverse polarization at a rate $R$ by some other process, before conversion. The arrow handed over at $t'$ is then shortened by $e^{-Rt'}$. In the integral the exponent $\lambda-i\Delta$ becomes $\lambda+R-i\Delta$, while the prefactor $\lambda$ stays, because it counts conversions. At late times

$$r_R=\frac{\lambda}{\lambda+R-i\Delta},\qquad \tan\varphi_R=\frac{\Delta}{\lambda+R},$$

$$|r_R|=\frac{\lambda}{\sqrt{(\lambda+R)^2+\Delta^2}}=\frac{\lambda}{\lambda+R}\cos\varphi_R .$$

The amplitude now lies below $\cos\varphi_R$. The extra loss need not occur in each single muon: a static Lorentzian spread of precursor frequencies with half-width $R$ also shortens the average arrow by $e^{-Rt'}$, and gives the same $r_R$.

**Q:** I would trust the integral more if the result could be had without following individual muons.

**A:** One can write balance equations for the two parts of the polarization. The precursor part turns at $\omega_M$ and is drained at rate $\lambda$; the diamagnetic part turns at $\omega_D$ and is fed by what the other loses:

$$\frac{dP_M}{dt}=(i\omega_M-\lambda)P_M,\qquad \frac{dP_D}{dt}=i\omega_DP_D+\lambda P_M .$$

A numerical integration of this pair was tested against the formula for $P(t)$ for three choices of $\lambda$, $\omega_M$ and $\omega_D$, with both signs of $\Delta$, at early and late times. The absolute differences were below $10^{-7}$, where the initial polarization is 1. The late amplitude and phase passed the same test.

**Q:** And with numbers, for a case of practical size?

**A:** Take $\lambda=100$ µs$^{-1}$ and $\Delta=88.47$ µs$^{-1}$. The second value belongs to muonium at 1 mT, as will be shown. Then

$$\sqrt{\lambda^2+\Delta^2}=\sqrt{10000+7827}\ \text{µs}^{-1}=133.5\ \text{µs}^{-1},$$

$$|r|=\frac{100}{133.5}=0.749,\qquad \varphi=\arctan 0.8847=41.5^\circ .$$

For comparison, conversion times of 400 000 muons were drawn at random from the exponential distribution, and their arrows were averaged. This gave the amplitude 0.7496 and the phase $41.49^\circ$. The statistical scatter of the amplitude cannot exceed $1/\sqrt{400\,000}\approx0.0016$, and for this fan of angles its standard deviation is about 0.0006. The sampled amplitude differs from the formula by 0.0006. Each arrow in this sample has length 1, so the missing quarter of the amplitude is due to the fan of angles.

By $t=0.1$ µs the unconverted fraction has fallen to $e^{-10}=4.5\times10^{-5}$. With this rate the late-time form is reached early in the life of the muon.

## Second half: muonium and its four frequencies

**Q:** Before you go on, state what you are taking over.

**A:** The transverse polarization is $P=\langle\sigma_x\rangle+i\langle\sigma_y\rangle$ for the muon, with the field along $z$ and $P(0)=1$. Frequencies are signed, and positive means counterclockwise. A precursor with the single frequency $\omega_M$, converting at the constant rate $\lambda$ to a state with frequency $\omega_D$, leaves the late signal

$$P(t)\to r\,e^{i\omega_Dt},\qquad r=\frac{\lambda}{\lambda-i\Delta},\qquad \Delta=\omega_M-\omega_D,$$

with $|r|=\lambda/\sqrt{\lambda^2+\Delta^2}$ and phase $\varphi=\arctan(\Delta/\lambda)$. Conversion is sudden, irreversible, independent of spin, and preserves the muon spin state.

**Q:** In muonium the muon is coupled to an electron. Why should any of this survive?

**A:** Because the average over conversion times is linear in the polarization handed over. Suppose that the muon polarization in unconverted muonium is a sum of lines,

$$P_{\rm Mu}(t')=\sum_ja_je^{i\omega_jt'},\qquad \sum_ja_j=1 .$$

After conversion at $t'$ the muon is free of the electron, and its polarization is $P_{\rm Mu}(t')\,e^{i\omega_D(t-t')}$. Each term of the sum then passes through the same integral as before, so at late times

$$r=\sum_ja_j\frac{\lambda}{\lambda-i\Delta_j},\qquad \Delta_j=\omega_j-\omega_D .$$

What is needed is the list of weights and frequencies.

**Q:** Start with the signs, since you insist on them.

**A:** The positive muon has its moment along its spin. Its energy in the field is $-\mu_\mu B\sigma_\mu^z=-\tfrac12\hbar\omega_\mu\sigma_\mu^z$, with $\omega_\mu=2\mu_\mu B/\hbar>0$. Write $\sigma_\mu^+=\sigma_\mu^x+i\sigma_\mu^y$. Since $[\sigma^z,\sigma^+]=2\sigma^+$, the Heisenberg equation for the free muon is

$$\frac{d\sigma_\mu^+}{dt}=\frac{i}{\hbar}[H,\sigma_\mu^+]=-\frac{i\omega_\mu}{2}\,2\sigma_\mu^+=-i\omega_\mu\sigma_\mu^+ .$$

Hence $\omega_D=-\omega_\mu$, a clockwise turn. I take the diamagnetic muon to precess like a free one. The electron moment is opposite to its spin, so its energy is $+\tfrac12\hbar\omega_e\sigma_e^z$ with $\omega_e=2|\mu_e|B/\hbar>0$. With an isotropic hyperfine coupling of angular frequency $\omega_0$,

$$\frac{H}{\hbar}=\frac{\omega_0}{4}\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu+\frac{\omega_e}{2}\sigma_e^z-\frac{\omega_\mu}{2}\sigma_\mu^z .$$

For a precursor with one precession frequency, the spread of conversion times reduces the late amplitude and shifts the phase, and for muonium the same result applies line by line. The weights and frequencies of the muonium lines remain to be found from the Hamiltonian above, and with them the size and phase of the late signal.

Numbers in the example were calculated in double precision.
